# Energy barriers between easy axes in a cubic magnetic particle: verification in Python

```python
"""Energy barriers of a uniformly magnetized particle with cubic anisotropy.

Result under test: with E = K1*V*f(a), f = a1^2 a2^2 + a2^2 a3^2 + a3^2 a1^2,
the barrier between neighboring easy directions is
    K1*V/4 for K1 > 0   and   |K1|*V/12 for K1 < 0.
a: unit magnetization direction, V: volume, K1: anisotropy constant.
Energies called 'reduced' are in units of |K1|*V.
The barrier is found by flooding a mesh of the sphere: nodes are added in
order of energy until the two wells join; that level is the lowest pass.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, root
from scipy.spatial.transform import Rotation
from scipy.special import eval_legendre, spherical_jn


def f(a):
    x = np.asarray(a)**2
    return (x[..., 0]*x[..., 1] + x[..., 1]*x[..., 2]
            + x[..., 2]*x[..., 0])


def grad_f(a):
    return 2*a*(a @ a - a**2)


def unit(v):
    v = np.asarray(v, dtype=float)
    return v/np.linalg.norm(v)


d100, d010, d110 = unit([1, 0, 0]), unit([0, 1, 0]), unit([1, 1, 0])
d111, dm11 = unit([1, 1, 1]), unit([-1, 1, 1])

# ---- all stationary points on the sphere, from random starts ----
rng = np.random.default_rng(1)


def lagrange(z):
    a, lam = z[:3], z[3]
    return np.append(grad_f(a) - lam*a, a @ a - 1)


found = set()
for _ in range(1500):
    a0 = unit(rng.normal(size=3))
    sol = root(lagrange, np.append(a0, a0 @ grad_f(a0)), tol=1e-12)
    if np.max(np.abs(lagrange(sol.x))) < 1e-9:
        found.add(tuple(np.round(sol.x[:3], 5) + 0.0))
points = np.array(sorted(found))
levels = f(points)
counts = [int(np.sum(np.abs(levels - v) < 1e-4)) for v in (0, 1/4, 1/3)]
assert counts == [6, 12, 8] and len(points) == 26

# ---- curvatures of f on the sphere by finite differences ----


def curvatures(n, h=1e-3):
    e1 = unit(np.cross(n, [0.3, -0.5, 0.8]))
    e2 = np.cross(n, e1)

    def g(u, v):
        return f(unit(n + u*e1 + v*e2))
    g11 = (g(h, 0) - 2*g(0, 0) + g(-h, 0))/h**2
    g22 = (g(0, h) - 2*g(0, 0) + g(0, -h))/h**2
    g12 = (g(h, h) - g(h, -h) - g(-h, h) + g(-h, -h))/(4*h**2)
    return np.linalg.eigvalsh([[g11, g12], [g12, g22]])


c100, c110, c111 = curvatures(d100), curvatures(d110), curvatures(d111)
assert np.allclose(c100, [2, 2], atol=1e-4)
assert np.allclose(c110, [-2, 1], atol=1e-4)
assert np.allclose(c111, [-4/3, -4/3], atol=1e-4)

# ---- mesh of the sphere: surface points of a cubic lattice block ----
N = 40
axis = np.arange(-N, N + 1)
lattice = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1)
lattice = lattice.reshape(-1, 3)
surface = lattice[np.max(np.abs(lattice), axis=1) == N]
index = -np.ones((2*N + 3,)*3, dtype=int)
index[tuple((surface + N + 1).T)] = np.arange(len(surface))
steps = np.vstack([np.eye(3, dtype=int), -np.eye(3, dtype=int)])
neighbors = [[q for q in row if q >= 0] for row in np.stack(
    [index[tuple((surface + N + 1 + s).T)] for s in steps], 1).tolist()]
mesh = surface/np.linalg.norm(surface, axis=1)[:, None]


def barriers(energy, start, end, nodes=mesh):
    """Reduced barriers start->end and end->start."""
    level = energy(nodes)
    i, j = int(np.argmax(nodes @ start)), int(np.argmax(nodes @ end))
    parent = list(range(len(nodes)))
    active = [False]*len(nodes)

    def find(p):
        while parent[p] != p:
            parent[p] = parent[parent[p]]
            p = parent[p]
        return p
    for p in np.argsort(level, kind="stable").tolist():
        active[p] = True
        for q in neighbors[p]:
            if active[q]:
                parent[find(q)] = find(p)
        if find(i) == find(j):
            pass_level = level[p]
            break
    wells = [minimize(lambda v: float(energy(unit(v))), w).fun
             for w in (start, end)]
    return pass_level - wells[0], pass_level - wells[1]


def positive(a):
    return f(a)


def negative(a):
    return -f(a)


bar_pos = barriers(positive, d100, d010)[0]
bar_neg = barriers(negative, d111, dm11)[0]
assert abs(bar_pos - 1/4) < 1e-6
assert abs(bar_neg - 1/12) < 1e-6
# rotated mesh: the pass is no longer a node; error is of order 1/N^2
turned = Rotation.from_rotvec([0.37, -0.61, 0.23]).apply(mesh)
rot_pos = barriers(positive, d100, d010, turned)[0]
rot_neg = barriers(negative, d111, dm11, turned)[0]
assert abs(rot_pos - 1/4) < 1.5e-3
assert abs(rot_neg - 1/12) < 1.5e-3
# full reversal needs no higher pass
assert abs(barriers(positive, d100, -d100)[0] - 1/4) < 1e-6
assert abs(barriers(negative, d111, -d111)[0] - 1/12) < 1e-6

# ---- escape routes: saddles nearest to an easy direction ----
saddles = points[np.abs(levels - 1/4) < 1e-4]


def routes(n):
    dots = saddles @ n
    return int(np.sum(dots > dots.max() - 1e-4))


n_pos, n_neg = routes(d100), routes(d111)
assert (n_pos, n_neg) == (4, 3)

# ---- worked example: round model parameters ----
K = 1.0e4            # |K1|, J/m^3
diameter = 50e-9     # m
T = 300.0            # K
Ms = 4.0e5           # saturation magnetization, A/m
A = 1.0e-11          # exchange stiffness, J/m
tau0 = 1e-9          # attempt time per route, s
target = 40.0        # wanted barrier in units of kT
kT = const.k*T
V = np.pi*diameter**3/6
E_pos, E_neg = K*V/4, K*V/12
tau_pos = tau0*np.exp(E_pos/kT)/n_pos
tau_neg = tau0*np.exp(E_neg/kT)/n_neg
size_pos = (6*target*kT*4/(np.pi*K))**(1/3)
size_neg = (6*target*kT*12/(np.pi*K))**(1/3)
assert abs(bar_pos*K*np.pi*size_pos**3/6/kT - target) < 1e-3
assert abs(bar_neg*K*np.pi*size_neg**3/6/kT - target) < 1e-3

# ---- neglected effect: slight elongation (prolate spheroid) ----
stretch = 0.01
m = 1 + stretch
N_long = m/2*quad(lambda s: (m*m + s)**-1.5/(1 + s), 0, np.inf)[0]
delta_N = (1 - 3*N_long)/2
assert abs(delta_N/(0.4*stretch) - 1) < 0.03
K_shape = 0.5*const.mu_0*Ms**2*delta_N
k = K_shape/K
sp = barriers(lambda a: f(a) + k*(1 - (a @ d100)**2), d100, d010)
sn = barriers(lambda a: -f(a) + k*(1 - (a @ d111)**2), d111, dm11)
assert np.allclose(sp, [(1 + k)**2/4, (1 - k)**2/4], atol=2e-4)
assert np.allclose(sn, [1/12 + k/3, 1/12 - 5*k/9], atol=2e-3)

# ---- neglected effect: second-order constant K2 > 0 ----
k2 = 0.2
b2p = barriers(lambda a: f(a) + k2*np.prod(a**2, axis=-1), d100, d010)[0]
b2n = barriers(lambda a: -f(a) + k2*np.prod(a**2, axis=-1), d111, dm11)[0]
assert abs(b2p - 1/4) < 1e-5
assert abs(b2n - (1/12 - k2/27)) < 1e-5

# ---- neglected effect: curling instead of uniform rotation ----
q = brentq(lambda x: spherical_jn(1, x, derivative=True), 1.5, 3.0)
powers = np.array([1, 3, 5, 7, 9])
pa, pb = np.meshgrid(powers, powers)
stiff = (pa*pb + 2)/(pa + pb + 1)
mass = 1/(pa + pb + 3)
q_variational = np.sqrt(eigh(stiff, mass, eigvals_only=True)[0])
assert abs(q - q_variational) < 1e-5
mean_term = -c110.sum()/4*K      # anisotropy part at the saddle, K1 > 0
stray = const.mu_0*Ms**2/6
limit_pos = 2*q*np.sqrt(A/(stray + mean_term))
limit_neg = 2*q*np.sqrt(A/(stray - mean_term))
assert diameter < min(limit_pos, limit_neg)

# ---- neglected effect: thermal tilting of the atomic moments ----
cos_tilt = 0.99
n = unit([0.2, 0.5, 0.9])
e1 = unit(np.cross(n, [1, 0, 0]))
e2 = np.cross(n, e1)
phi = 2*np.pi*np.arange(64)/64
cone = (cos_tilt*n + np.sqrt(1 - cos_tilt**2)
        * (np.outer(np.cos(phi), e1) + np.outer(np.sin(phi), e2)))
reduction = (f(cone).mean() - 0.2)/(f(n) - 0.2)
assert abs(reduction - eval_legendre(4, cos_tilt)) < 1e-10
assert abs((1 - reduction)/(1 - cos_tilt) - 10) < 0.5

# ---- neglected effect: tunnelling, from precession at the saddle ----
h = 1e-5
jac = np.array([(np.cross(d110 + h*e, grad_f(d110 + h*e))
                 - np.cross(d110 - h*e, grad_f(d110 - h*e)))/(2*h)
                for e in np.eye(3)]).T
growth = np.max(np.linalg.eigvals(jac).real)
assert abs(growth - np.sqrt(2)) < 1e-6
gamma = const.physical_constants["electron gyromag. ratio"][0]
omega = growth*gamma*K/Ms
T_cross = const.hbar*omega/(2*np.pi*const.k)
assert T_cross < 0.01*T


def percent(new, old):
    return 100*(new/old - 1)


print("Stationary points with f = 0, 1/4, 1/3 (count):", *counts)
print("Curvatures of f at [100]: %.4f %.4f" % tuple(c100))
print("Curvatures of f at [110]: %.4f %.4f" % tuple(c110))
print("Curvatures of f at [111]: %.4f %.4f" % tuple(c111))
print(f"Mesh nodes on the sphere: {len(mesh)}")
print(f"Flooding barrier, K1>0: {bar_pos:.6f} |K1|V")
print(f"Flooding barrier, K1<0: {bar_neg:.6f} |K1|V")
print(f"Same on rotated mesh, K1>0: {rot_pos:.4f} |K1|V")
print(f"Same on rotated mesh, K1<0: {rot_neg:.4f} |K1|V")
print(f"Escape routes, K1>0 and K1<0: {n_pos} and {n_neg}")
print(f"Input |K1|: {K/1e3:.1f} kJ/m^3")
print(f"Input diameter: {diameter*1e9:.1f} nm")
print(f"Input temperature: {T:.0f} K")
print(f"Input saturation magnetization: {Ms/1e3:.0f} kA/m")
print(f"Input exchange stiffness: {A*1e12:.0f} pJ/m")
print(f"Input attempt time per route: {tau0*1e9:.0f} ns")
print(f"Volume: {V*1e27:.0f} nm^3")
print(f"|K1|V: {K*V/const.e:.3f} eV")
print(f"Thermal energy kT: {kT/const.e:.5f} eV")
print(f"Barrier, K1>0: {E_pos/const.e:.3f} eV = {E_pos/kT:.1f} kT")
print(f"Barrier, K1<0: {E_neg/const.e:.3f} eV = {E_neg/kT:.1f} kT")
print(f"Mean dwell time, K1>0: {tau_pos:.1e} s")
print(f"Mean dwell time, K1<0: {tau_neg:.1e} s")
print(f"Diameter for {target:.0f} kT, K1>0: {size_pos*1e9:.1f} nm")
print(f"Diameter for {target:.0f} kT, K1<0: {size_neg*1e9:.1f} nm")
print(f"Elongation assumed: {100*stretch:.0f} %")
print(f"Shape anisotropy: {K_shape/1e3:.3f} kJ/m^3, k = {k:.4f}")
print(f"Shape, K1>0, out of long axis: {percent(sp[0], 1/4):+.0f} %")
print(f"Shape, K1>0, back to long axis: {percent(sp[1], 1/4):+.0f} %")
print(f"Shape, K1<0, out of long axis: {percent(sn[0], 1/12):+.0f} %")
print(f"Shape, K1<0, back to long axis: {percent(sn[1], 1/12):+.0f} %")
print(f"K2 assumed: {k2*K/1e3:.1f} kJ/m^3")
print(f"K2 effect on barrier, K1>0: {abs(percent(b2p, 1/4)):.1f} %")
print(f"K2 effect on barrier, K1<0: {percent(b2n, 1/12):+.1f} %")
print(f"Curling number q: {q:.4f}")
print(f"Curling limit of diameter, K1>0: {limit_pos*1e9:.1f} nm")
print(f"Curling limit of diameter, K1<0: {limit_neg*1e9:.1f} nm")
print(f"Magnetization loss assumed: {100*(1 - cos_tilt):.1f} %")
print(f"Resulting anisotropy loss: {100*(1 - reduction):.1f} %")
print(f"Saddle rate omega: {omega:.2e} 1/s")
print(f"Tunnelling crossover temperature: {T_cross*1e3:.1f} mK")
print("all assertions hold")
```

Printed output:

```
Stationary points with f = 0, 1/4, 1/3 (count): 6 12 8
Curvatures of f at [100]: 2.0000 2.0000
Curvatures of f at [110]: -2.0000 1.0000
Curvatures of f at [111]: -1.3333 -1.3333
Mesh nodes on the sphere: 38402
Flooding barrier, K1>0: 0.250000 |K1|V
Flooding barrier, K1<0: 0.083333 |K1|V
Same on rotated mesh, K1>0: 0.2500 |K1|V
Same on rotated mesh, K1<0: 0.0833 |K1|V
Escape routes, K1>0 and K1<0: 4 and 3
Input |K1|: 10.0 kJ/m^3
Input diameter: 50.0 nm
Input temperature: 300 K
Input saturation magnetization: 400 kA/m
Input exchange stiffness: 10 pJ/m
Input attempt time per route: 1 ns
Volume: 65450 nm^3
|K1|V: 4.085 eV
Thermal energy kT: 0.02585 eV
Barrier, K1>0: 1.021 eV = 39.5 kT
Barrier, K1<0: 0.340 eV = 13.2 kT
Mean dwell time, K1>0: 3.6e+07 s
Mean dwell time, K1<0: 1.7e-04 s
Diameter for 40 kT, K1>0: 50.2 nm
Diameter for 40 kT, K1<0: 72.4 nm
Elongation assumed: 1 %
Shape anisotropy: 0.400 kJ/m^3, k = 0.0400
Shape, K1>0, out of long axis: +8 %
Shape, K1>0, back to long axis: -8 %
Shape, K1<0, out of long axis: +17 %
Shape, K1<0, back to long axis: -25 %
K2 assumed: 2.0 kJ/m^3
K2 effect on barrier, K1>0: 0.0 %
K2 effect on barrier, K1<0: -8.9 %
Curling number q: 2.0816
Curling limit of diameter, K1>0: 69.4 nm
Curling limit of diameter, K1<0: 74.8 nm
Magnetization loss assumed: 1.0 %
Resulting anisotropy loss: 9.8 %
Saddle rate omega: 6.23e+09 1/s
Tunnelling crossover temperature: 7.6 mK
all assertions hold
```
